# Principal g values of cerium(III) from the 4f¹ matrix

## The doublet basis problem

The lowest level of a Ce(III) complex in zero magnetic field is a pair of states with equal energy, unless a high symmetry makes it larger (a cubic field can make it fourfold, an icosahedral field leaves it sixfold); the pair is treated here. An eigenvalue routine may return any two orthonormal combinations of them. If twice the diagonal element of the magnetic moment along $z$ is read as "$g_z$", the answer depends on that accidental choice. In the example below, one basis of the doublet gives 0.884 and another gives 0.000, although the Hamiltonian is the same. The cure is to form a quantity from the whole doublet that no change of basis can alter.

## The 14-by-14 matrix

One 4f electron has $l=3$ and $s=1/2$, hence $7\times2=14$ product states $|m,\uparrow\rangle$, $|m,\downarrow\rangle$. Angular momenta are in units of $\hbar$. In zero field

$$H=\zeta\,\mathbf L\cdot\mathbf S+V,\qquad \mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+).$$

The ladder elements are $\langle m\pm1|L_\pm|m\rangle=\sqrt{12-m(m\pm1)}$. Squaring $\mathbf J=\mathbf L+\mathbf S$ gives $\mathbf L\cdot\mathbf S=\frac12[J(J+1)-12-\frac34]$, which is $-2$ for the six $J=5/2$ states and $3/2$ for the eight $J=7/2$ states. The free-ion splitting is therefore $7\zeta/2$.

The crystal field acts on the orbital part:

$$V=\sum_{k=2,4,6}\Big[B_{k0}C_{k0}+\sum_{q=1}^{k}(B_{kq}C_{kq}+\text{h.c.})\Big],\qquad C_{kq}=\sqrt{\tfrac{4\pi}{2k+1}}\,Y_{kq}.$$

The spherical harmonics carry the Condon-Shortley phase. Adding the Hermitian conjugate makes $V$ Hermitian even for complex $B_{kq}$. The matrix elements are integrals of three spherical harmonics, with the closed form

$$\langle3m|C_{kq}|3m'\rangle=(-1)^m\,7\begin{pmatrix}3&k&3\\0&0&0\end{pmatrix}\begin{pmatrix}3&k&3\\-m&q&m'\end{pmatrix}$$

in Wigner 3j symbols. The integral over azimuth requires $m=m'+q$. Odd $k$ vanish by parity, ranks above 6 cannot couple two $l=3$ functions, and $k=0$ merely shifts all energies. Direct quadrature over the sphere reproduces the closed form to $3.9\times10^{-15}$.

## Projecting the Zeeman operator

A field $\mathbf B=B\mathbf n$ adds $\mu_BB\sum_kn_k\mu_k$, where $\boldsymbol\mu=\mathbf L+g_e\mathbf S$ and $g_e=2.0023$. Time reversal $\Theta$ is antiunitary, $\langle\Theta a|\Theta b\rangle=\langle b|a\rangle$, and satisfies $\Theta^2=-1$ for one electron. It commutes with $H$ and reverses $\boldsymbol\mu$. If $\psi$ is an eigenstate, so is $\bar\psi=\Theta\psi$, and

$$\langle\psi|\Theta\psi\rangle=\langle\Theta^2\psi|\Theta\psi\rangle=-\langle\psi|\Theta\psi\rangle=0.$$

The two states are thus orthogonal, which is Kramers degeneracy. Furthermore,

$$\langle\bar\psi|\mu_k|\bar\psi\rangle=-\langle\Theta\psi|\Theta\mu_k\psi\rangle=-\langle\mu_k\psi|\psi\rangle=-\langle\psi|\mu_k|\psi\rangle.$$

Let the two columns of $D$ span the lowest doublet. The matrices $M_k=D^\dagger\mu_kD$ are Hermitian and, by the last line, traceless. They can be expanded in Pauli matrices with real coefficients:

$$M_k=\tfrac12\sum_jg_{kj}\sigma_j .$$

The Zeeman matrix in the doublet is $\frac12\mu_BB\sum_j(g^T\mathbf n)_j\sigma_j$. Because $(\mathbf a\cdot\boldsymbol\sigma)^2=|\mathbf a|^2$, its eigenvalues are $\pm\frac12\mu_BB|g^T\mathbf n|$, and the splitting is

$$\delta E=\mu_BB\sqrt{\mathbf n^TG\,\mathbf n},\qquad G=gg^T.$$

From $\operatorname{Tr}\sigma_i\sigma_j=2\delta_{ij}$ it follows that $\operatorname{Tr}M_kM_l=\frac14\cdot2\sum_jg_{kj}g_{lj}$, so

$$\boxed{G_{kl}=2\operatorname{Tr}(M_kM_l)}$$

A new basis $D\to DW$, with $W$ unitary, changes $M_k$ to $W^\dagger M_kW$ and leaves every trace unchanged. The eigenvectors of $G$ are the principal axes, and the square roots of its eigenvalues are the magnitudes of the principal $g$ values.

One sign also survives. Since $\operatorname{Tr}\sigma_i\sigma_j\sigma_k=2i\epsilon_{ijk}$,

$$\operatorname{Tr}(M_xM_yM_z)=\tfrac18\,2i\det g,\qquad \det g=-4i\operatorname{Tr}(M_xM_yM_z).$$

This is the signed product of the three principal values, taken with right-handed axes. The individual signs can be changed in pairs by rotating the doublet basis. The splitting contains only $G$ and does not reveal the sign of the product.

The algorithm is then:

1. Build $\mathbf L$, $\mathbf S$ and $H$ in the 14-state basis.
2. Diagonalize $H$, take the two lowest eigenvectors as $D$, and check the gap $\Delta_1$ to the third state.
3. Form $M_x,M_y,M_z$ and then $G$.
4. Diagonalize $G$ and take square roots.

## A trigonal field solved by hand

Let only $B_{20},B_{40},B_{60}$ and real $B_{66}$ be nonzero. The term $C_{66}$ changes $m$ by six and so connects only $m=3$ with $m=-3$. The states $|0\uparrow\rangle$ and $|1\downarrow\rangle$, both with $m_j=1/2$, form a closed block.

Their crystal-field energies need the averages of $x^n$, $x=\cos\vartheta$, over the orbital densities. Relative to a uniform sphere these densities are $\frac74(5x^3-3x)^2$ for $m=0$ and $\frac{21}{16}(1-x^2)(5x^2-1)^2$ for $m=1$. Using $\frac12\int_{-1}^1x^n\,dx=1/(n+1)$ for even $n$,

$$\begin{aligned}m=0:&\quad\langle x^2\rangle=\tfrac{23}{45},\ \langle x^4\rangle=\tfrac{13}{33},\ \langle x^6\rangle=\tfrac{49}{143};\\ m=1:&\quad\langle x^2\rangle=\tfrac{7}{15},\ \langle x^4\rangle=\tfrac{53}{165},\ \langle x^6\rangle=\tfrac{101}{429}.\end{aligned}$$

Inserting them in $C_{20}=(3x^2-1)/2$, $C_{40}=(35x^4-30x^2+3)/8$ and $C_{60}=(231x^6-315x^4+105x^2-5)/16$ gives

$$E_0=\tfrac4{15}B_{20}+\tfrac2{11}B_{40}+\tfrac{100}{429}B_{60},\qquad E_1=\tfrac15B_{20}+\tfrac1{33}B_{40}-\tfrac{25}{143}B_{60}.$$

The spin-orbit coupling adds $-\zeta/2$ to $|1\downarrow\rangle$ and connects the two states by $\frac12\zeta\sqrt{12}=\sqrt3\,\zeta$. For $\psi=\cos\theta|0\uparrow\rangle-\sin\theta|1\downarrow\rangle$ and $\Delta=E_1-\zeta/2-E_0$, the energy is

$$E=\tfrac12(E_0+E_1-\tfrac12\zeta)-\tfrac12\Delta\cos2\theta-\sqrt3\,\zeta\sin2\theta .$$

It is lowest when $(\cos2\theta,\sin2\theta)$ is parallel to $(\Delta/2,\sqrt3\zeta)$, that is, $\tan2\theta=2\sqrt3\,\zeta/\Delta$ with $0<2\theta<\pi$.

For a field along the axis,

$$g_\parallel=2\left[\cos^2\theta\,\tfrac{g_e}2+\sin^2\theta\left(1-\tfrac{g_e}2\right)\right]=g_e\cos2\theta+2\sin^2\theta .$$

With $\Theta|m\rangle=(-1)^m|-m\rangle$, $\Theta|\uparrow\rangle=|\downarrow\rangle$ and $\Theta|\downarrow\rangle=-|\uparrow\rangle$, the partner is $\bar\psi=\cos\theta|0\downarrow\rangle-\sin\theta|{-1}\uparrow\rangle$. The spin part of $\langle\psi|\mu_x|\bar\psi\rangle$ is $\frac12g_e\cos^2\theta$. The two orbital cross terms each give $-\sqrt3\sin\theta\cos\theta$. Doubling the sum,

$$g_\perp=\left|g_e\cos^2\theta-2\sqrt3\sin2\theta\right| .$$

These formulas describe the ground doublet as long as the $\pm1/2$ doublet is lowest.

Two limits show their content. For a weak crystal field $\Delta\to-\zeta/2$, so $\cos2\theta=-1/7$ and $\sin2\theta=4\sqrt3/7$. Then $g_\parallel=(8-g_e)/7=0.857$, the Landé value $g_J$ of $J=5/2$, and $g_\perp=3g_J=2.570$. If instead the crystal field dominates, there are two cases. For $\Delta\gg\zeta$ the state becomes $|0\uparrow\rangle$ and both values tend to $g_e$, as for a free spin. For $-\Delta\gg\zeta$ it becomes $|1\downarrow\rangle$, where $g_\parallel\to2-g_e$ and $g_\perp\to0$: orbital and spin moments nearly cancel along the axis. Both limits are approached slowly, since $g_\perp$ differs from its limit by about $12\zeta/|\Delta|$; they require $|\Delta|\gg12\zeta$, far from the example below.

## Numbers for a precursor-like complex

The parameters are round, illustrative values for a trigonal complex such as tris(cyclopentadienyl)cerium(III), not fitted to it: $\zeta=80$, $B_{20}=-240$, $B_{40}=80$, $B_{60}=-50$ and $B_{66}=180$ meV. Their signs follow from repulsion by three centres on the equator, since a centre in direction $\Omega$ contributes to $B_{kq}$ a positive factor times $C^*_{kq}(\Omega)$. At the equator $C_{20}=-1/2$, $C_{40}=3/8$ and $C_{60}=-5/16$, while $C_{66}$ is positive at azimuths 0°, 120° and 240°. This picture is used for the signs only: three equal point centres would fix the ratio $B_{66}/B_{60}$ at $-1.52$, whereas the values chosen here have $-3.6$.

For this trigonal field,

$$E_0=-64.00+14.55-11.66=-61.11\ \text{meV},\qquad E_1=-48.00+2.42+8.74=-36.83\ \text{meV}$$

to rounding of the terms. Hence $\Delta=-36.83-40+61.11=-15.72$ meV, $2\sqrt3\,\zeta=277.1$ meV and $2\theta=93.25^\circ$. The $g$ values are

$$g_\parallel\approx-0.1134+1.0567\approx0.943,\qquad g_\perp\approx|0.9444-3.4585|\approx2.514 .$$

The 14-state projection agrees with both formulas, and its lowest energy agrees with the two-state value, $-207.76$ meV.

A distortion $B_{22}$ removes the axial symmetry. With the other parameters fixed, the projection gives:

| $B_{22}$ (meV) | $g_x$ | $g_y$ | $g_z$ |
|---|---|---|---|
| 0 | 2.514 | 2.514 | 0.943 |
| 5 | 2.827 | 2.183 | 0.928 |
| 10 | 3.106 | 1.852 | 0.884 |
| 20 | 3.531 | 1.258 | 0.739 |

The difference $g_x-g_y$ is 0.644 at 5 meV and 1.254 at 10 meV, nearly proportional to $B_{22}$. The fall of $g_z$ is 0.015 and then 0.059, nearly quadratic. Symmetry explains the second behaviour. A 60° turn about $z$ leaves the undistorted $H$ and $G_{zz}$ unchanged but multiplies a complex $B_{22}$ by a phase of 120°. A real linear term $aB_{22}+a^*B_{22}^*$ in $G_{zz}$ would have to survive this phase for every $B_{22}$, which forces $a=0$.

The case $B_{22}=10$ meV is used from here on. Its matrix $G$ is diagonal with entries 9.648, 3.429 and 0.781, whose roots are the tabulated values. The signed product is $+5.08$. The first excited doublet lies at $\Delta_1=23.27$ meV, or 188 cm$^{-1}$. For microwaves of 9.4 GHz, $h\nu=0.03888$ meV, and resonance along $x$ occurs at

$$B_x=\frac{h\nu}{g_x\mu_B}=\frac{0.03888}{3.106\times0.057884}\ \text{T}=216\ \text{mT}.$$

Along $y$ and $z$ the fields are 363 and 760 mT.

## Error analysis

### Finite magnetic field

The projection is first order in $B$. Write $Z=\sum_kn_k\mu_k$, and let $Q$ project on the twelve other states. The second-order matrix in the doublet is

$$A=(\mu_BB)^2D^\dagger Z\,Q(E-H)^{-1}Q\,ZD ,$$

where $E$ is the doublet energy. The operator between $D^\dagger$ and $D$ contains $Z$ twice and commutes with $\Theta$. The earlier argument, with the sign reversed, gives equal diagonal elements. Calling the operator $a$, the off-diagonal element obeys

$$\langle\psi|a\Theta\psi\rangle=\langle\Theta a\Theta\psi|\Theta\psi\rangle=-\langle a\psi|\Theta\psi\rangle=-\langle\psi|a\Theta\psi\rangle=0 .$$

Second order therefore shifts both levels equally, and the splitting is first corrected at order $B^3$. Full diagonalization along $\mathbf n=(1,2,2)/3$ confirms this: the excess over the linear splitting grows by a factor 8.000 from 2 to 4 T. The relative correction is of order $(\mu_BB/\Delta_1)^2$, apart from moment factors, which can become large when $g$ along the field is small. At 760 mT this estimate is $(0.0440/23.27)^2\approx4\times10^{-6}$. The largest computed deviation at the three resonance fields is 0.96 ppm of $h\nu$.

The same estimate guides the choice of field if $g$ is obtained from energy differences instead. Rounding contributes a relative error of about $\varepsilon\|H\|/(\mu_BB)$, with $\varepsilon\approx2\times10^{-16}$ and $\|H\|$ about 200 meV here. Balancing it against $(\mu_BB/\Delta_1)^2$ gives $\mu_BB\sim(\varepsilon\|H\|\Delta_1^2)^{1/3}\approx3\times10^{-4}$ meV, or about 5 mT. Projection needs no such compromise. In a random crystal field without symmetry, the two methods were compared along twelve directions at 10 mT; the largest difference in $g$ was $7.7\times10^{-9}$.

### Small gaps and small g values

A perturbation $\delta H$ mixes excited states $q$ into the doublet with amplitudes $\langle q|\delta H|\psi\rangle/(E-E_q)$. The error in $M_k$ is linear in these amplitudes. A small gap thus amplifies errors in the parameters as well as rounding. If two doublets approach each other to within the Zeeman energy, a single set of $g$ values no longer describes the splitting, and at least four states must be retained.

Taking a square root is delicate when a principal $g$ is close to zero. An error $\delta G$ gives $\delta g\approx\delta G/(2g)$, and at $g=0$ rounding of order $\varepsilon\|G\|$ becomes an error of order $\sqrt{\varepsilon\|G\|}$, about $4\times10^{-8}$ for $\|G\|\approx10$. If that matters, one can form $g_{kj}=\operatorname{Tr}(M_k\sigma_j)$ and take its singular values, which avoids the squaring.

### Truncation to J = 5/2

The lowest doublet has 99.80 % $J=5/2$ weight, which might suggest that six states suffice. With the same parameters, the six-state calculation gives $(3.163,1.907,0.799)$ instead of $(3.106,1.852,0.884)$. The error in $g_z$ is 10 % of the full value.

The trigonal formula shows why. Pure $J=5/2$ has $2\theta=98.21^\circ$, against $93.25^\circ$ in the full problem. The change in $\theta$ is $-0.043$ rad, so the admixed probability is only $0.043^2\approx0.2$ %. But $dg_\parallel/d\theta=-2(g_e-1)\sin2\theta\approx-2$, and the shift is about $+0.09$, as found. The moment operator connects the two $J$ levels, so the error follows the amplitude rather than the probability.

### The model and a real precursor

Cyclopentadienyl complexes of cerium serve as precursors for vapour deposition of cerium oxide. The $g$ values concern the electronic state of the molecule, not the growth chemistry. The chosen $\zeta$ is close to that of the free ion, whereas the crystal-field parameters are rough and not fitted to a compound. Real molecules depart from the assumptions of ideal ring placement and a pure 4f shell. Scaling $\mathbf L$ in the Zeeman operator by 0.95, a simple model of covalency with $H$ held fixed, changes the values to $(2.893,1.723,0.834)$, a reduction of 6 to 7 %. Adding $B_{42}=10$ meV gives $(3.267,1.617,0.834)$ and moves $g_y$ by 13 %. An unknown $B_{42}$ of this size therefore limits a prediction to about one significant figure, even though the numerical projection is far more precise.

An assumed odd-parity coupling of 100 meV to 5d states 3000 meV higher gives a 5d population of at most about $(100/3000)^2=0.11$ %, and less if the coupling acts weakly on the orbitals of the doublet. Here the amplitude does not enter $g$ linearly, because $\mathbf L$ and $\mathbf S$ do not connect $l=3$ with $l=2$. The population alone can understate the effect, however. The same coupling lowers the 4f levels unequally, by up to about $100^2/3000=3.3$ meV. This acts like a change of the crystal-field parameters, and its influence on $g$ depends on the symmetry of the coupling. If it contributes a few meV to $B_{22}$, the table above shows that $g_x$ and $g_y$ change by several per cent or more. A coupling that keeps the trigonal symmetry cannot contribute to $B_{22}$. In a solid, a neighbour 0.8 nm away with moment $g_x\mu_B/2$ produces an on-axis field of 5.6 mT, which is 2.6 % of $B_x$. This can shift or broaden a resonance far more than the nonlinear Zeeman effect does; dilution weakens it as the inverse cube of the distance.

Temperature sets a further condition. At 10 K the population above the lowest doublet is negligible, about $2\times10^{-10}$ %. At a source temperature of 400 K it is 36 %, and the magnetic response then requires all thermally populated doublets. The second-order shifts, which cancel from the splitting, also contribute to the magnetization, even at low temperature. There their share is of order $k_BT/\Delta_1$ times a ratio of squared moments that differs between the axes. The factor $k_BT/\Delta_1$ alone is about 4 % at 10 K; in the example the added magnetization is about 3 %, 15 % and 3 % of the doublet part along $x$, $y$ and $z$. The numerical output also lists the energies of all seven doublets.

## Values computed for the example and the checks

```
Bohr magneton: 0.057884 meV/T;  g_e: 2.002319
spin-orbit constant zeta: 80 meV
crystal-field parameter B20: -240 meV
crystal-field parameter B40: 80 meV
crystal-field parameter B60: -50 meV
crystal-field parameter B66: 180 meV
crystal-field parameter B22: 10 meV
free-ion spin-orbit splitting 7/2 zeta: 280 meV
largest error of angular integrals: 3.9e-15
random field, principal g (no unit): 0.816  1.840  2.238
random field, largest g error vs finite field: 7.7e-09
trigonal E0, E1: -61.11, -36.83 meV
trigonal mixing angle 2 theta: 93.25 degrees
trigonal lowest energy: -207.76 meV
trigonal g_par, g_perp: 0.943, 2.514
Lande g_J and 3 g_J: 0.857, 2.570
example doublet energies (meV): 0.0  23.3  104.3  277.4  296.7  319.7  436.1
example first gap: 23.27 meV = 188 cm^-1
J = 5/2 weight of lowest doublet: 99.80 %
G_xx, G_yy, G_zz (no unit): 9.648  3.429  0.781
example g_x, g_y, g_z: 3.106  1.852  0.884
signed product g_x g_y g_z: 5.082
2|M_z[0,0]| in adapted basis: 0.884; in mixed basis: 0.000
g_x, g_y, g_z at B22 = 0 meV: 2.514  2.514  0.943
g_x, g_y, g_z at B22 = 5 meV: 2.827  2.183  0.928
g_x, g_y, g_z at B22 = 10 meV: 3.106  1.852  0.884
g_x, g_y, g_z at B22 = 20 meV: 3.531  1.258  0.739
g_x, g_y, g_z with J = 5/2 states only: 3.163  1.907  0.799
microwave frequency: 9.4 GHz
resonance fields x, y, z (mT): 216.2  362.7  760.1
excess splitting ratio, 4 T over 2 T: 8.000
largest nonlinear Zeeman error at resonance: 0.96 ppm
g_x, g_y, g_z with L scaled by 0.95: 2.893  1.723  0.834
g_x, g_y, g_z with added B42 = 10 meV: 3.267  1.617  0.834
5d admixture for coupling 100 meV, gap 3000 meV: 0.11 %
population above lowest doublet at 10 K: 1.9e-10 %
population above lowest doublet at 400 K: 36 %
neighbour dipole field at 0.8 nm: 5.63 mT
```
